Optical Sum Rule and Kohn's Drude Weight for a Single Band, part 1

(Sections cited here and not found follow in the second part.)

## First half: the response to a uniform field and the sum rule

An optical calculation on a lattice model starts with a decision about what to compute and with which boundary conditions. If the question is how much optical weight the band has in all, one ground-state expectation value answers it, and no excited state is needed. For nearest-neighbour hopping this value is the kinetic energy. If the question is how much of that weight sits at zero frequency, the answer is the curvature of the ground energy of a closed ring with respect to a phase. An open chain would give zero for this second quantity, whether the material conducts or not. The two results behind this decision are derived here, with the factors needed to turn model energies into a conductivity.

### The model and its units

The algebra uses atomic units, ħ = e = m = 1 and 4πε₀ = 1, where m is the bare electron mass. The electron has charge −1. Consider L sites with spacing a along x. Each chain occupies a cross-section s, so the volume is V = Las. Electrons with spin σ hop between nearest neighbours:

F = Σ_jσ c†_{j+1,σ} c_{jσ}

T = −t(F + F†)

H = T + H_int.

The operator F moves one electron one site forward, and F† moves one back. The interaction H_int is assumed to be a function of the site densities, such as the Hubbard term U Σ_j n_{j↑}n_{j↓}. The zero of T is the band centre: a constant energy per electron is not part of T, and it will not enter the optical weight.

The model has one orbital per site. Transitions to other bands are absent from it, which limits the meaning of the sum rule derived below.

### How the field enters

Take first an open chain, for which the position operator

X = a Σ_j j n_j

is well defined, with n_j the density summed over spin. Writing X in this form assumes that position is diagonal in the site orbitals. A uniform electric field E gives a charge −1 the potential energy +Ex, so the Schrödinger equation is

i dψ/dt = (H + EX)ψ.

Introduce a vector potential A(t) through E = −dA/dt, and the transformed state ψ′ = Gψ with G = exp(−iAX). Differentiating G gives i(dG/dt) = (dA/dt)XG = −EXG. Therefore

i dψ′/dt = −EXψ′ + G(H + EX)G†ψ′ = GHG†ψ′.

The term EX is unchanged by G, because both are functions of X, and it cancels. What is left is the effect of G on H. A forward hop raises X by a, so GFG† = exp(−iaA)F. The densities commute with X, so H_int is unchanged. With the phase per bond

φ = −aA

the Hamiltonian becomes

H(φ) = −t(e^{iφ}F + e^{−iφ}F†) + H_int.   (1)

This is the Peierls coupling. On a closed ring X has no consistent definition, since going once around returns to the same site. Equation (1) still applies, because each bond of the ring is locally the same as a bond of the open chain. The vector potential is then the proper way to describe the field.

A Bloch state gives a check on the sign. Acting on the one-electron state Σ_j e^{ikaj}|j⟩, F gives the factor e^{−ika}. The energy in the field is therefore

−2t cos(ka − φ) = −2t cos[a(k + A)].

The wavenumber k has been replaced by k + A, as it should be for charge −1.

### The current operator

The total dipole moment is −X, and its rate of change is the total current J. Without a field,

J = −i[H, X].

Since F raises X by a, [X, F] = aF and [X, F†] = −aF†. Only T fails to commute with X, so

[H, X] = −[X, T] = t(aF − aF†) = ta(F − F†)

J = −ita(F − F†).

The first derivative of equation (1) at φ = 0 is

W = ∂H/∂φ = −it(F − F†).

Comparison gives J = aW. With the field present the same commutator is taken with the phase factors attached to F and F†, and the result is

J(φ) = a ∂H/∂φ = −∂H/∂A,   (2)

where the last form uses ∂φ/∂A = −a. The current density is j = ⟨J(φ)⟩/V. The identity between W and the commutator was tested on matrices for an open chain.

The second derivative of equation (1) is

∂²H/∂φ² = t(e^{iφ}F + e^{−iφ}F†),

which equals −T at φ = 0. To first order in φ, then,

∂H/∂φ = W − φT.   (3)

The second term is where the kinetic energy enters the optical problem. It is present because the velocity of an electron in a given state depends on the phase.

### Response to a short pulse

Let the system be in its ground state |0⟩, assumed nondegenerate, with energy E₀. The excited states are |n⟩ and their excitation energies are ω_n = E_n − E₀. In the site basis H is a real matrix, so |0⟩ can be chosen real. The matrix of W is imaginary and Hermitian, hence antisymmetric, and its expectation value in a real state vanishes:

⟨0|W|0⟩ = 0.

No current flows before the field is applied.

Apply the pulse E(t) = 𝓔δ(t). From E = −dA/dt, the vector potential is zero before the pulse and −𝓔 after it. The phase jumps from zero to φ₀ = a𝓔 and stays there. For t > 0 the perturbation linear in φ₀ is φ₀W. Write the state as

|ψ(t)⟩ = e^{−iE₀t}[|0⟩ + Σ_n c_n(t)e^{−iω_n t}|n⟩],

where n runs over excited states. The amplitude of |0⟩ changes at first order by ⟨0|W|0⟩, which is zero. Projecting the Schrödinger equation on |n⟩ gives, with W_n0 = ⟨n|W|0⟩,

i dc_n/dt = φ₀W_n0 e^{iω_n t}.

The pulse is too short to change the state while it lasts, so c_n(0) = 0. Integration gives

c_n(t) = −φ₀W_n0(e^{iω_n t} − 1)/ω_n.

The expectation value of W to first order contains each cross term and its complex conjugate:

⟨W⟩ = 2 Re Σ_n W_0n c_n e^{−iω_n t}

= −φ₀ Σ_n (2|W_n0|²/ω_n) Re(1 − e^{−iω_n t})

= −φ₀ Σ_n (2|W_n0|²/ω_n)(1 − cos ω_n t).

The term −φT in equation (3) already has one factor of φ₀, so it is evaluated in |0⟩. Define

b_n = 2|W_n0|²/ω_n and B = ⟨−T⟩ − Σ_n b_n,

where ⟨−T⟩ means −⟨0|T|0⟩. The response per unit phase is

R(t) = ⟨∂H/∂φ⟩/φ₀ = B + Σ_n b_n cos ω_n t.   (4)

All b_n are positive or zero. At t = 0⁺ every cosine is one, and R = B + Σb_n = ⟨−T⟩. The initial current is therefore set by the kinetic energy alone, because the state has had no time to react. The excitations then make the current oscillate. In a finite ring the oscillation does not die out, and B is the average of R(t) over a long time.

### From the pulse to the conductivity

The current density after the pulse is (a/V)φ₀R(t), and φ₀ = a𝓔. The response to a unit pulse is therefore

σ(t) = (a²/V)R(t), t > 0.

A general field is a sum of pulses, and linear response adds their currents. For a field varying as e^{−iωt} the conductivity is

σ(ω) = ∫₀^∞ σ(t)e^{iωt−ηt} dt,

with η a small positive rate that is sent to zero at the end. With z = ω + iη the two integrals needed are

∫₀^∞ e^{izt} dt = i/z

∫₀^∞ cos(ω_n t)e^{izt} dt = (i/2)[1/(z + ω_n) + 1/(z − ω_n)] = iz/(z² − ω_n²).

They give

σ(ω) = (ia²/V)[B/z + Σ_n b_n z/(z² − ω_n²)].   (5)

For the real part σ₁, note that

Re(i/z) = η/(ω² + η²) → πδ(ω).

The same limit applied to the two fractions in the second integral gives (π/2)[δ(ω − ω_n) + δ(ω + ω_n)]. Thus

σ₁(ω) = Dδ(ω) + (πa²/2V) Σ_n b_n[δ(ω − ω_n) + δ(ω + ω_n)]   (6)

D = (πa²/V)B.   (7)

D is the Drude weight in the convention where it multiplies the full delta function on the whole frequency axis. Conventions that place a factor in front of D differ from this one, so a comparison of two values of D must begin with the definition of σ₁ in each.

### The sum rule

The function σ₁ is even, so the integral over positive frequencies takes half of the delta function at zero:

∫₀^∞ σ₁ dω = D/2 + (πa²/2V)Σ_n b_n

= (πa²/2V)(B + Σ_n b_n).

The definition of B removes the sum over excited states, and the result is

∫₀^∞ σ₁ dω = (πa²/2V)⟨−T⟩.   (8)

The integrated weight is thus minus the kinetic energy times the factor πa²/2V. In SI units each current carries e/ħ and each phase carries e/ħ, so the right side becomes πe²a²⟨−T⟩/(2ħ²V), with ω an angular frequency.

A numerical integral of a computed spectrum must include D/2. If the frequency grid starts above zero, that half is missed. If equation (5) is evaluated with finite η, the Drude term is a Lorentzian, and its part of the integral up to a cutoff Ω is

(D/π) arctan(Ω/η).

This approaches D/2 as Ω/η grows. The missing fraction is about 2η/(πΩ), from the expansion arctan x ≈ π/2 − 1/x for large x.

### What the kinetic energy stands for

The special role of T comes from the shape of the band. For ε(k) = −2t cos ka, the curvature is

d²ε/dk² = 2ta² cos ka = −a²ε(k).

Since T is the sum of ε(k) over occupied wavenumbers, weighted by their mean occupation in the interacting state,

a²⟨−T⟩ = Σ_kσ (d²ε/dk²)⟨n_kσ⟩.

The optical weight is the sum of the inverse band masses. For nearest-neighbour hopping this sum happens to be proportional to the kinetic energy. Two limits follow:

- Few electrons near the band bottom have the inverse mass 1/m* = 2ta² and contribute ⟨−T⟩ ≈ 2t each. With density n, equation (8) gives πn/(2m*), the free-electron form.
- A full band has ⟨T⟩ = 0, because the cosine averages to zero. It has no optical weight within the band.

With longer hops the proportionality is lost. A hop over d sites raises X by da and carries the phase dφ. Two derivatives produce d², so with T_d the part of the kinetic energy from such hops,

⟨−T⟩ in equation (8) is replaced by Σ_d d²⟨−T_d⟩.

This was tested on a half-filled six-site ring with nearest-neighbour hopping 0.4 eV, repulsion 3.2 eV and an added second-neighbour hopping of 0.12 eV. The expectation values are ⟨−T₁⟩ = 1.568 eV and ⟨−T₂⟩ = 0.0075 eV. The corrected rule gives

1.568 + 4 × 0.0075 = 1.598 eV,

which agrees with the sum of Drude and absorption weight. The plain kinetic energy, 1.575 eV, does not. The difference is small here because ⟨−T₂⟩ is small in this state.

In a lattice of higher dimension, a hop perpendicular to the field leaves X unchanged and has no phase. For hops along the axes, T in equation (8) is then the part T_x from hops along the field. An interaction that itself moves electrons along x would also acquire a phase, and its second derivative would have to be added.

The upper limit of the integral also needs care when a measured spectrum is compared with the model. "Infinity" in equation (8) means above all transitions contained in the single-band model. In a solid, the experimental integral has to stop below the transitions to other bands. The comparison therefore needs a frequency window that separates the two groups.

### A value for the total weight

Take round parameters t = 0.4 eV, U = 3.2 eV, a = 4 Å and s = 36 Å², so that the volume per site is 4 × 36 = 144 Å³. Diagonalization of the half-filled six-site Hubbard ring gives ⟨−T⟩ = 1.570 eV, or 0.2617 eV per site. Without repulsion the value is 3.200 eV. In this ring the repulsion has removed about half of the optical weight of the band.

An equivalent number of free electrons per site, N_eff, can be defined by writing the integral as πn_eff/2 with the bare mass. Here n_eff is the density of these electrons, so N_eff is n_eff times the volume per site. Equation (8) then gives n_eff = a²⟨−T⟩/V. With ħ²/m = 7.620 eV Å² restored,

N_eff = 16 × 0.2617/7.620 = 0.550.

The number belongs to six sites: ⟨−T⟩ per site is 0.251 eV for ten sites and 0.248 eV for the infinite chain, where N_eff is about 0.52. It is a measure of optical weight. It does not say that 55 percent of the electrons move freely, since both the band mass and the interaction enter it.

## Second half: the Drude weight as a curvature of the energy

The following symbols are carried over. F moves an electron forward by one site, T = −t(F + F†) is the kinetic energy, and φ = −aA is the phase per bond. The operator W is ∂H/∂φ at φ = 0, and the total current operator is aW. The excitation energies are ω_n, and b_n = 2|W_n0|²/ω_n. After a pulse that leaves the phase φ₀, the response per unit phase is

R(t) = B + Σ_n b_n cos ω_n t, with B = ⟨−T⟩ − Σ_n b_n.

The total weight is ∫₀^∞ σ₁ dω = (πa²/2V)⟨−T⟩, and the Drude weight, defined by σ₁ = Dδ(ω) + regular part, is D = (πa²/V)B. As it stands, B requires all excited states that W can reach from the ground state. Kohn's formula replaces them by the ground energy in the presence of the phase.

### The ground energy to second order

To second order the Hamiltonian of the ring is

H(φ) = H + φW − ½φ²T.

Expand the ground state and its energy in the same way:

|ψ⟩ = |0⟩ + φ|u⟩ + φ²|v⟩

E₀(φ) = E₀ + φe₁ + φ²e₂.

The corrections |u⟩ and |v⟩ can be chosen orthogonal to |0⟩. The terms of first order in H(φ)|ψ⟩ = E₀(φ)|ψ⟩ are

(H − E₀)|u⟩ + (W − e₁)|0⟩ = 0.

Projection on ⟨0| gives e₁ = ⟨0|W|0⟩ = 0. Projection on ⟨n| gives

⟨n|u⟩ = −W_n0/ω_n.

The terms of second order, with e₁ = 0, are

(H − E₀)|v⟩ + W|u⟩ − ½T|0⟩ − e₂|0⟩ = 0.

Projection on ⟨0| removes the first term, and

e₂ = ½⟨−T⟩ + Σ_n W_0n⟨n|u⟩ = ½⟨−T⟩ − Σ_n |W_n0|²/ω_n.

The second derivative of the energy at φ = 0 is 2e₂. Therefore

E₀″ = ∂²E₀/∂φ² = ⟨−T⟩ − Σ_n b_n = B.   (9)

Inserting this into the expression for D gives Kohn's formula,

D = (πa²/V) ∂²E₀/∂φ² = (π/V) ∂²E₀/∂A².   (10)

The second form follows from φ = −aA, since two derivatives with respect to A give a². If the code uses the total twist θ = Lφ instead, two derivatives with respect to φ give L²:

D = (πa²L²/V) ∂²E₀/∂θ² = (πaL/s) ∂²E₀/∂θ².

Omitting L² when changing from θ to φ would make D too small by that factor.

The total optical weight now follows from the kinetic energy, and the Drude weight from the curvature of the ground energy with respect to the phase. What remains is to explain why this curvature measures free acceleration, how to compute it with a suitable boundary condition, and what small rings can show.
